# Converging a tin inner-shell hole with maximum-overlap occupation: a program that tests the result

```python
# Result under test: a tin inner-shell hole determinant can be converged by
# maximum-overlap occupation; its total-energy difference Delta obeys
#   Delta = -eps_k - R = - integral_0^1 eps_k(n) dn,
# eps_k: UHF energy of the emptied spin orbital k, R: relaxation energy,
# n: occupation of k. Lowest-energy filling instead collapses to ground Sn+.
# q: population of the original orbital k in the new determinant.
# Algebra is in atomic units; printed energies are in eV, lengths in angstrom.
from types import SimpleNamespace
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh, eigh_tridiagonal
from pyscf import gto, scf, dft

EV = const.physical_constants['Hartree energy in eV'][0]
BOHR = const.physical_constants['Bohr radius'][0] * 1e10

# Reflection classes: bit 1, 2, 4 set when odd in x, y, z.
EVEN, X, Y, XY, Z, XZ, YZ = 0, 1, 2, 3, 4, 5, 6
CLOSED = {EVEN: 4, X: 1, Y: 1, Z: 1, XY: 1, XZ: 1, YZ: 1}


def build(basis):
    mol = gto.M(atom='Sn 0 0 0', basis={'Sn': basis},
                ecp={'Sn': 'def2-tzvp'}, spin=2, verbose=0)
    overlap = mol.intor('int1e_ovlp')
    core = scf.hf.get_hcore(mol)
    point = 0.05 * np.array([0.41, 0.57, 0.73])
    signs = np.array([[1, 1, 1], [-1, 1, 1], [1, -1, 1], [1, 1, -1]])
    values = mol.eval_gto('GTOval_sph', point * signs)
    odd = (values[1:] * values[0] < 0).astype(int)
    parity = odd[0] + 2 * odd[1] + 4 * odd[2]
    different = parity[:, None] != parity[None, :]
    assert np.max(np.abs(overlap[different])) < 1e-9
    assert np.max(np.abs(core[different])) < 1e-7
    parts = []
    for label in np.unique(parity):
        index = np.where(parity == label)[0]
        weight, vectors = eigh(overlap[np.ix_(index, index)])
        keep = weight > 1e-6
        part = np.zeros((len(parity), keep.sum()))
        part[index] = vectors[:, keep] / np.sqrt(weight[keep])
        parts.append((label, part))
    guess = np.array(scf.hf.init_guess_by_minao(mol))
    return SimpleNamespace(mol=mol, S=overlap, h=core, parts=parts,
                           eri=mol.intor('int2e', aosym='s8'),
                           ortho=np.hstack([p for _, p in parts]),
                           guess=np.array([guess / 2, guess / 2]))


def fock_energy(system, density):
    coulomb, exchange = scf.hf.dot_eri_dm(system.eri, density, hermi=1)
    fock = system.h + coulomb[0] + coulomb[1] - exchange
    energy = 0.5 * np.einsum('sij,sji->', density, fock + system.h)
    return fock, energy


def diagonalize(system, fock):
    energies, vectors, labels = [], [], []
    for label, part in system.parts:
        e, v = eigh(part.T @ fock @ part)
        energies.extend(e)
        vectors.append(part @ v)
        labels.extend([label] * len(e))
    order = np.argsort(energies)
    return (np.array(energies)[order], np.hstack(vectors)[:, order],
            np.array(labels)[order])


def symmetry_rule(counts):
    def choose(energies, orbitals, labels):
        occupation = np.zeros(len(energies))
        for label, number in counts.items():
            occupation[np.where(labels == label)[0][:number]] = 1
        return occupation
    return choose


def lowest_rule(number):
    def choose(energies, orbitals, labels):
        return (np.arange(len(energies)) < number).astype(float)
    return choose


def overlap_rule(system, reference, hole=None, filling=0.0):
    def choose(energies, orbitals, labels):
        projection = np.sum((reference.T @ system.S @ orbitals)**2, axis=0)
        occupation = np.zeros(len(energies))
        occupation[np.argsort(-projection)[:reference.shape[1]]] = 1
        if filling > 0:
            match = (hole @ system.S @ orbitals)**2
            match[occupation > 0] = -1
            occupation[np.argmax(match)] = filling
        return occupation
    return choose


def converge(system, density, rules):
    focks, errors = [], []
    for iteration in range(250):
        fock, energy = fock_energy(system, density)
        error = []
        for s in range(2):
            product = fock[s] @ density[s] @ system.S
            error.append(system.ortho.T @ (product - product.T) @ system.ortho)
        error = np.array(error).ravel()
        done = iteration > 0 and np.max(np.abs(error)) < 1e-7
        focks.append(fock)
        errors.append(error)
        focks, errors = focks[-8:], errors[-8:]
        working = fock
        if not done and len(focks) > 1:
            size = len(focks)
            matrix = np.ones((size + 1, size + 1))
            matrix[-1, -1] = 0
            gram = np.array([[a @ b for b in errors] for a in errors])
            matrix[:size, :size] = gram / np.max(np.diag(gram))
            right = np.zeros(size + 1)
            right[-1] = 1
            mix = np.linalg.lstsq(matrix, right, rcond=None)[0][:size]
            working = np.einsum('i,isab->sab', mix, np.array(focks))
        solved = [diagonalize(system, working[s]) for s in range(2)]
        occupation = [rules[s](*solved[s]) for s in range(2)]
        if done:
            return SimpleNamespace(
                E=energy, D=density, e=[v[0] for v in solved],
                C=[v[1] for v in solved], sym=[v[2] for v in solved],
                occ=occupation, steps=iteration)
        density = np.array([(solved[s][1] * occupation[s]) @ solved[s][1].T
                            for s in range(2)])
    raise AssertionError('self-consistency was not reached')


def make_hole(system, ground, spin, k, filling=0.0):
    refs = []
    for s in range(2):
        chosen = ground.occ[s] > 0.5
        if s == spin:
            chosen[k] = False
        refs.append(ground.C[s][:, chosen])
    hole = ground.C[spin][:, k]
    start = np.array([r @ r.T for r in refs])
    start[spin] += filling * np.outer(hole, hole)
    rules = [overlap_rule(system, refs[s], hole,
                          filling if s == spin else 0.0) for s in range(2)]
    state = converge(system, start, rules)
    state.start = start
    state.frozen = fock_energy(system, start)[1] - ground.E
    state.delta = state.E - ground.E
    state.q = hole @ system.S @ state.D[spin] @ system.S @ hole
    match = (hole @ system.S @ state.C[spin])**2
    state.hole_energy = state.e[spin][np.argmax(match)]
    p = np.sum((refs[spin].T @ system.S @ state.C[spin])**2, axis=0)
    state.kept = np.min(p[state.occ[spin] > 0.9])
    state.rejected = np.max(p[state.occ[spin] < 0.9])
    return state


def spin_square(system, state):
    up, down = [np.trace(d @ system.S) for d in state.D]
    sz = (up - down) / 2
    shared = np.trace(state.D[0] @ system.S @ state.D[1] @ system.S)
    return sz * (sz + 1) + down - shared


neutral_rules = [symmetry_rule({**CLOSED, X: 2, Y: 2}), symmetry_rule(CLOSED)]
tin = build('def2-tzvp')
ground = converge(tin, tin.guess, neutral_rules)
cation = converge(tin, tin.guess,
                  [symmetry_rule({**CLOSED, X: 2}), symmetry_rule(CLOSED)])
dication = converge(tin, tin.guess, [symmetry_rule(CLOSED)] * 2)

# Locate the ground orbitals to be emptied.
first = {label: np.where(ground.sym[0] == label)[0][0] for label in (XY, XZ)}
even = np.where(ground.sym[0] == EVEN)[0]
distance = np.abs(ground.e[0][even[1:3]] - ground.e[0][first[XY]])
partner = even[1 + np.argmin(distance)]
axial = even[1 + np.argmax(distance)]
assert np.min(distance) < 1e-5
targets = {'4d_xy': first[XY], '4d_x2-y2': partner, '4d_xz': first[XZ],
           '4d_z2': axial, '4s': even[0]}
holes = {name: make_hole(tin, ground, 0, k) for name, k in targets.items()}
for name, state in holes.items():
    assert abs(state.frozen + ground.e[0][targets[name]]) < 2e-6
    assert state.q < 0.5
    assert state.kept > state.rejected
main = holes['4d_xy']
assert main.frozen > main.delta
assert abs(main.E - holes['4d_x2-y2'].E) < 2e-6

# Same hole by symmetry occupation from a spherical starting density.
protected = converge(tin, tin.guess, [
    symmetry_rule({**CLOSED, X: 2, Y: 2, XY: 0}), symmetry_rule(CLOSED)])
assert abs(protected.E - main.E) < 2e-6

# Lowest-energy filling from the very same frozen hole determinant.
collapsed = converge(tin, main.start, [lowest_rule(11), lowest_rule(10)])
phi = ground.C[0][:, first[XY]]
q_collapsed = phi @ tin.S @ collapsed.D[0] @ tin.S @ phi
assert q_collapsed > 0.5
assert abs(collapsed.E - cation.E) < 2e-6

# Integrate orbital energies over the occupation of the hole orbital.
half = make_hole(tin, ground, 0, first[XY], filling=0.5)
eps_full, eps_half, eps_empty = (ground.e[0][first[XY]], half.hole_energy,
                                 main.hole_energy)
trapezoid = -(eps_full + eps_empty) / 2
simpson = -(eps_full + 4 * eps_half + eps_empty) / 6
assert abs(simpson - main.delta) * EV < 0.02

# Hole of the other spin and approximate removal of spin mixing.
down_index = np.where(ground.sym[1] == XY)[0][0]
down = make_hole(tin, ground, 1, down_index)
assert abs(down.frozen + ground.e[1][down_index]) < 2e-6
assert down.q < 0.5
s2_up, s2_down = spin_square(tin, main), spin_square(tin, down)
quartet_weight = (s2_up - 0.75) / 3
doublet = (main.delta - quartet_weight * down.delta) / (1 - quartet_weight)

# Root-mean-square radii of surviving spin-up orbitals.
r2 = tin.mol.intor('int1e_r2')


def radius(state, label, position):
    index = np.where(state.sym[0] == label)[0][position]
    vector = state.C[0][:, index]
    return np.sqrt(vector @ r2 @ vector) * BOHR


radii = [radius(ground, X, 1), radius(main, X, 1),
         radius(ground, XZ, 0), radius(main, XZ, 0)]
assert radii[1] < radii[0] and radii[3] < radii[2]

# Basis contraction: release every primitive function.
primitives = {(shell[0], row[0]) for shell in gto.basis.load('def2-tzvp', 'Sn')
              for row in shell[1:] if isinstance(row, (list, tuple))}
free = build([[l, [a, 1.0]] for l, a in sorted(primitives)])
free_ground = converge(free, free.guess, neutral_rules)
free_index = np.where(free_ground.sym[0] == XY)[0][0]
free_hole = make_hole(free, free_ground, 0, free_index)
assert free_ground.E < ground.E + 1e-6
assert free_hole.q < 0.5

# Correlation size from a density functional on the two UHF densities.
grid = dft.gen_grid.Grids(tin.mol)
grid.level = 3
grid.build()
correlation = []
for state, electrons in ((ground, 22), (main, 21)):
    count, value, _ = dft.numint.NumInt().nr_uks(tin.mol, grid, ',pbe', state.D)
    assert abs(np.sum(count) - electrons) < 1e-3
    correlation.append(value)
correlation_shift = correlation[1] - correlation[0]


# Radial 4d state on a logarithmic grid and its mean (1/r) dV/dr.
def radial_4d(potential):
    t = np.linspace(np.log(1e-3), np.log(60), 3000)
    r, step = np.exp(t), t[1] - t[0]
    v = potential(r)
    diagonal = (1 / step**2 + 0.5 * 2.5**2) / r**2 + v
    off = -0.5 / step**2 / (r[:-1] * r[1:])
    energy, vector = eigh_tridiagonal(diagonal, off, select='i',
                                      select_range=(1, 1))
    density = vector[:, 0]**2
    slope = np.gradient(v, t) / r**2
    return energy[0], np.sum(density * slope) / np.sum(density)


test_energy, test_slope = radial_4d(lambda r: -4 / r)
assert abs(test_energy + 0.5) < 1e-3
assert abs(test_slope / (4**4 / 960) - 1) < 3e-3


def screened(r):
    x = r / (0.5 * (3 * np.pi / 4)**(2 / 3) * 50**(-1 / 3))
    charge = 50 / (1 + (np.pi / 8)**(2 / 3) * x)**2
    return -np.maximum(charge, 1) / r


model_energy, model_slope = radial_4d(screened)
assert model_energy < 0
spin_orbit = 2.5 * const.fine_structure**2 / 2 * model_slope

# Polarization of a dielectric outside a spherical cavity.
cavity, permittivity = 2.0, 2.5
polarization = (1 - 1 / permittivity) / (2 * cavity / BOHR)
field_energy = quad(lambda r: (1 - 1 / permittivity) / (2 * r**2),
                    cavity / BOHR, np.inf)[0]
assert abs(field_energy - polarization) < 1e-8

wavelength = 13.5
photon = const.h * const.c / (wavelength * 1e-9) / const.e
photoelectron = photon - main.delta * EV
auger = (main.E - dication.E) * EV
assert photoelectron > 0
assert holes['4s'].delta * EV > photon

print('Sn UHF, def2-TZVP and 28-electron effective core')
print(f'basis functions: {tin.mol.nao}; iterations 4d_xy: {main.steps}')
print(f'ground total energy: {ground.E * EV:.3f} eV')
print('spin-up hole: -eps, Delta, R in eV; q dimensionless')
for name, s in holes.items():
    print(f'{name}: {s.frozen * EV:.3f}, {s.delta * EV:.3f}, '
          f'{(s.frozen - s.delta) * EV:.3f}; q={s.q:.2e}')
for name in ('4d_xy', '4s'):
    s = holes[name]
    print(f'{name} overlap kept/rejected: {s.kept:.4f}/{s.rejected:.4f}')
print(f'symmetry-fixed minus overlap: {(protected.E - main.E) * EV:.1e} eV')
print(f'collapsed run above ground: {(collapsed.E - ground.E) * EV:.3f} eV')
print(f'independent Sn+ above ground: {(cation.E - ground.E) * EV:.3f} eV')
print(f'collapsed run q: {q_collapsed:.4f}')
print(f'4d_xy orbital energy, n=1: {eps_full * EV:.3f} eV')
print(f'4d_xy orbital energy, n=1/2: {eps_half * EV:.3f} eV')
print(f'4d_xy orbital energy, n=0: {eps_empty * EV:.3f} eV')
print(f'midpoint estimate: {-eps_half * EV:.3f} eV')
print(f'trapezoid estimate: {trapezoid * EV:.3f} eV')
print(f'Simpson estimate: {simpson * EV:.4f} eV')
print(f'4d_xy total-energy difference: {main.delta * EV:.4f} eV')
print(f'spin-down 4d_xy -eps: {down.frozen * EV:.3f} eV')
print(f'spin-down 4d_xy Delta: {down.delta * EV:.3f} eV')
print(f'<S^2> spin-up/down hole: {s2_up:.4f}/{s2_down:.4f}')
print(f'quartet weight, spin-up hole: {quartet_weight:.4f}')
print(f'approximate doublet Delta: {doublet * EV:.3f} eV')
print(f'5p_x rms radius, atom/hole: {radii[0]:.4f}/{radii[1]:.4f} angstrom')
print(f'4d_xz rms radius, atom/hole: {radii[2]:.4f}/{radii[3]:.4f} angstrom')
print(f'photon energy at {wavelength} nm: {photon:.3f} eV')
print(f'4d_xy photoelectron energy: {photoelectron:.3f} eV')
print(f'Sn2+ above ground: {(dication.E - ground.E) * EV:.3f} eV')
print(f'4d_xy hole above Sn2+: {auger:.3f} eV')
print(f'uncontracted basis functions: {free.mol.nao}')
print(f'uncontracted 4d_xy Delta: {free_hole.delta * EV:.3f} eV')
print(f'basis shift: {(free_hole.delta - main.delta) * EV:.3f} eV')
print(f'PBE correlation shift: {correlation_shift * EV:.3f} eV')
print(f'screened-model 4d energy: {model_energy * EV:.2f} eV')
print(f'4d spin-orbit splitting size: {spin_orbit * EV:.2f} eV')
print(f'rough cavity radius: {cavity:.1f} angstrom')
print(f'rough relative permittivity: {permittivity:.1f}')
print(f'polarization lowers Delta by: {polarization * EV:.2f} eV')
print('every check passed')
```

It prints:

```
Sn UHF, def2-TZVP and 28-electron effective core
basis functions: 50; iterations 4d_xy: 8
ground total energy: -5805.275 eV
spin-up hole: -eps, Delta, R in eV; q dimensionless
4d_xy: 35.481, 31.485, 3.996; q=0.00e+00
4d_x2-y2: 35.481, 31.485, 3.996; q=6.71e-18
4d_xz: 35.708, 31.743, 3.965; q=0.00e+00
4d_z2: 35.788, 31.838, 3.950; q=1.63e-04
4s: 159.446, 154.208, 5.238; q=4.89e-05
4d_xy overlap kept/rejected: 0.9528/0.0405
4s overlap kept/rejected: 0.9515/0.0413
symmetry-fixed minus overlap: 0.0e+00 eV
collapsed run above ground: 6.854 eV
independent Sn+ above ground: 6.854 eV
collapsed run q: 0.9999
4d_xy orbital energy, n=1: -35.481 eV
4d_xy orbital energy, n=1/2: -31.380 eV
4d_xy orbital energy, n=0: -27.905 eV
midpoint estimate: 31.380 eV
trapezoid estimate: 31.693 eV
Simpson estimate: 31.4846 eV
4d_xy total-energy difference: 31.4847 eV
spin-down 4d_xy -eps: 35.234 eV
spin-down 4d_xy Delta: 30.958 eV
<S^2> spin-up/down hole: 1.7601/3.7607
quartet weight, spin-up hole: 0.3367
approximate doublet Delta: 31.752 eV
5p_x rms radius, atom/hole: 1.8289/1.5387 angstrom
4d_xz rms radius, atom/hole: 0.6260/0.6082 angstrom
photon energy at 13.5 nm: 91.840 eV
4d_xy photoelectron energy: 60.355 eV
Sn2+ above ground: 20.605 eV
4d_xy hole above Sn2+: 10.880 eV
uncontracted basis functions: 91
uncontracted 4d_xy Delta: 31.407 eV
basis shift: -0.078 eV
PBE correlation shift: 1.194 eV
screened-model 4d energy: -10.33 eV
4d spin-orbit splitting size: 0.68 eV
rough cavity radius: 2.0 angstrom
rough relative permittivity: 2.5
polarization lowers Delta by: 2.16 eV
every check passed
```
